**Image-charge correction in a 216-atom silicon cell**

The leading correction is $E_{\rm iso}-E_{\rm per}=\alpha q^2/(2\varepsilon L)$ in Hartree atomic units. Here $E_{\rm per}$ is the energy per cell of the periodic charges with a neutralizing background, $E_{\rm iso}$ is the energy of one such charge in the infinite host, $q$ is the charge, $L$ the cubic cell edge, $\varepsilon$ the dielectric constant and $\alpha$ the Madelung constant. The program asserts that a split lattice sum gives the same $\alpha$ for two splitting parameters and agrees with a direct sum over neutral cubes. It also asserts that explicit reciprocal sums minus isolated-charge integrals agree with the derived expansion for constant and wave-vector-dependent screening in three cell sizes. For $L=16.3$ Å, $\varepsilon=11.7$ and unit charge, the output gives a correction of 0.1071 eV. In the model with a Gaussian charge and weaker short-range screening, the full difference is 0.1091 eV. The elastic energy scale and shallow-state radius are rough estimates, and potential alignment for a specific defect is not calculated.

## Program and output

```python
"""
Leading image-charge correction for a charged defect in a cubic supercell.

Result under test (Hartree atomic units):
    E_iso - E_per = alpha q^2 / (2 eps L) + terms of order 1/L^3
E_per : energy per cell of the periodic charges with uniform background
E_iso : energy of the same charge alone in the infinite host
alpha : Madelung constant of the simple cubic lattice with background
eps   : static dielectric constant; L : cell edge; q : defect charge
The average electrostatic potential of the periodic cell is zero.
A Gaussian charge of width s has density proportional to exp(-r^2/(2 s^2)).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = const.physical_constants["Bohr radius"][0] * 1e10
KB_EV = const.k / const.e


def squared_lengths(nmax):
    """Squared lengths of all nonzero integer vectors in a cube."""
    n = np.arange(-nmax, nmax + 1, dtype=float)
    n2 = (n[:, None, None]**2 + n[None, :, None]**2
          + n[None, None, :]**2).ravel()
    return n2[n2 > 0]


def madelung_split(kappa):
    """Madelung constant from the split lattice sum, unit cell edge."""
    n2 = squared_lengths(8)
    r = np.sqrt(n2)
    g2 = (2 * np.pi)**2 * n2
    short = np.sum(erfc(kappa * r) / r)
    smooth = np.sum(4 * np.pi / g2 * np.exp(-g2 / (4 * kappa**2)))
    return -(short + smooth - np.pi / kappa**2
             - 2 * kappa / np.sqrt(np.pi))


def madelung_direct():
    """Direct sum over neutral cubes, corrected for mean potential."""
    x, w = np.polynomial.legendre.leggauss(50)
    face = np.sum(w[:, None] * w[None, :]
                  / np.sqrt(1 + x[:, None]**2 + x[None, :]**2))
    cube_integral = 3 * face  # integral of 1/r over [-1,1]^3
    halves, sums = [], []
    for nmax in (20, 40):
        half = nmax + 0.5
        points = np.sum(1 / np.sqrt(squared_lengths(nmax)))
        halves.append(half)
        sums.append(points - cube_integral * half**2)
    h1, h2 = halves
    # The cubic remainder falls as half**-2; remove that term.
    limit = (h2**2 * sums[1] - h1**2 * sums[0]) / (h2**2 - h1**2)
    # Mean potential = -(2 pi/3) * second moment of one neutral cube.
    second_moment = -3 * quad(lambda t: t * t, -0.5, 0.5)[0]
    mean_potential = -2 * np.pi / 3 * second_moment
    return -(limit - mean_potential), mean_potential


def periodic_minus_isolated(edge, width, eps_of_k):
    """Energy difference of a unit Gaussian charge, from its definition."""
    g2 = (2 * np.pi / edge)**2 * squared_lengths(22)
    periodic = np.sum(4 * np.pi * np.exp(-g2 * width**2)
                      / (g2 * eps_of_k(np.sqrt(g2)))) / (2 * edge**3)
    isolated = quad(lambda k: np.exp(-(k * width)**2) / eps_of_k(k),
                    0, 10 / width, epsabs=1e-13, epsrel=1e-12,
                    limit=200)[0] / np.pi
    return periodic - isolated


# Inputs of the example
L_ang = 16.3
eps = 11.7
charge = 1
cells_per_edge = 3
width = 2.0  # bohr, chosen width of a localized defect charge
L = L_ang / BOHR_ANG
a_lat = L / cells_per_edge
volume = L**3

# Madelung constant: split sum at two parameters and direct sum
alpha = madelung_split(2.0)
alpha_other = madelung_split(3.0)
alpha_direct, mean_pot = madelung_direct()
assert abs(alpha - alpha_other) < 1e-11
# The extrapolated direct sum keeps an error of fourth inverse order.
assert abs(alpha - alpha_direct) < 1e-5

# Leading correction
lead = alpha * charge**2 / (2 * eps * L)
lead_ev = lead * HARTREE_EV
assert abs(lead_ev - 0.11) < 0.005

# Model screening: valence electron gas with the silicon density
density = 32 / a_lat**3
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
k_tf2 = 4 * k_fermi / np.pi
mu = np.sqrt(k_tf2 / (1 - 1 / eps))
C_short = 4 * np.pi * (1 - 1 / eps) / mu**2


def eps_constant(k):
    return eps + 0 * k


def eps_model(k):
    return 1 + 1 / (1 / (eps - 1) + k**2 / k_tf2)


rows = []
for n_cells in (2, 3, 4):
    edge = n_cells * a_lat
    vol = edge**3
    leading = alpha / (2 * eps * edge)
    spread = 2 * np.pi * width**2 / (eps * vol)
    near = C_short / (2 * vol)
    diff_const = periodic_minus_isolated(edge, width, eps_constant)
    diff_model = periodic_minus_isolated(edge, width, eps_model)
    assert abs(diff_const - (-leading + spread)) < 1e-10
    # Overlap of short-range image potentials is about 1e-9 hartree
    # in the smallest cell and is absent from the expansion.
    assert abs(diff_model - (-leading + spread - near)) < 1e-8
    rows.append((8 * n_cells**3, edge * BOHR_ANG, leading * HARTREE_EV,
                 -diff_model * HARTREE_EV,
                 (-diff_model - leading) * HARTREE_EV * 1000))

# Sizes of neglected effects in the example cell
spread_mev = 2 * np.pi * width**2 / (eps * volume) * HARTREE_EV * 1000
near_mev = C_short / (2 * volume) * HARTREE_EV * 1000
shear_gpa = 65.0      # rough value for silicon
relax_volume = 10.0   # cubic angstrom, rough defect value
shear_ev_ang3 = shear_gpa * 1e9 * 1e-30 / const.e
elastic_mev = shear_ev_ang3 * relax_volume**2 / L_ang**3 * 1000
mass = 0.3            # rough effective mass in electron masses
shallow_radius = eps / mass * BOHR_ANG
eps_alt = 13.0        # trial value for the sensitivity

print("INPUTS")
print(f"cell edge = {L_ang:.1f} angstrom")
print(f"cell edge = {L:.4f} bohr")
print(f"atoms in cell = {8 * cells_per_edge**3}")
print(f"lattice constant = {a_lat * BOHR_ANG:.4f} angstrom")
print(f"dielectric constant = {eps:.1f}")
print(f"defect charge magnitude = {charge} e")
print(f"1 hartree = {HARTREE_EV:.5f} eV; 1 bohr = {BOHR_ANG:.6f} angstrom")
print("MADELUNG CONSTANT (dimensionless)")
print(f"split sum, kappa L = 2: {alpha:.8f}")
print(f"split sum, kappa L = 3: {alpha_other:.8f}")
print(f"direct neutral-cube sum: {alpha_direct:.6f}")
print(f"mean potential removed, times L: {mean_pot:.6f}")
print("LEADING CORRECTION")
print(f"unscreened = {lead_ev * eps:.4f} eV")
print(f"screened = {lead:.6f} hartree")
print(f"screened = {lead_ev:.4f} eV")
print(f"charge magnitude 2 = {4 * lead_ev:.4f} eV")
print(f"with eps = {eps_alt:.1f}: {lead_ev * eps / eps_alt:.4f} eV")
print("CELL SIZE, MODEL SCREENING, GAUSSIAN CHARGE")
print("atoms; edge (angstrom); leading (eV); full (eV); rest (meV)")
for atoms, edge_ang, first, full, rest in rows:
    print(f"{atoms}; {edge_ang:.2f}; {first:.4f}; {full:.4f}; {rest:.2f}")
print("NEGLECTED EFFECTS IN THE EXAMPLE CELL")
print(f"Gaussian width s = {width:.1f} bohr")
print(f"finite width changes correction by {-spread_mev:.2f} meV")
print(f"valence density = {density:.5f} per cubic bohr")
print(f"Fermi wave vector = {k_fermi:.4f} per bohr")
print(f"k_TF squared = {k_tf2:.4f} per square bohr")
print(f"short-range decay mu = {mu:.4f} per bohr")
print(f"short-range integral C = {C_short:.4f} hartree bohr^3")
print(f"short-range screening changes correction by {near_mev:+.2f} meV")
print(f"rough shear modulus = {shear_gpa:.0f} GPa")
print(f"rough relaxation volume = {relax_volume:.0f} cubic angstrom")
print(f"elastic image energy scale = {elastic_mev:.1f} meV")
print(f"rough effective mass = {mass:.1f} electron masses")
print(f"shallow-state radius = {shallow_radius:.1f} angstrom")
print("CONCENTRATION OVERESTIMATE IF CORRECTION IS OMITTED")
for temperature in (300.0, 1273.0):
    kt = KB_EV * temperature
    print(f"T = {temperature:.0f} K: kT = {kt:.5f} eV, "
          f"factor = {np.exp(lead_ev / kt):.2f}")
print("no test failed")
```

Printed output:

```
INPUTS
cell edge = 16.3 angstrom
cell edge = 30.8025 bohr
atoms in cell = 216
lattice constant = 5.4333 angstrom
dielectric constant = 11.7
defect charge magnitude = 1 e
1 hartree = 27.21139 eV; 1 bohr = 0.529177 angstrom
MADELUNG CONSTANT (dimensionless)
split sum, kappa L = 2: 2.83729748
split sum, kappa L = 3: 2.83729748
direct neutral-cube sum: 2.837297
mean potential removed, times L: 0.523599
LEADING CORRECTION
unscreened = 1.2533 eV
screened = 0.003936 hartree
screened = 0.1071 eV
charge magnitude 2 = 0.4285 eV
with eps = 13.0: 0.0964 eV
CELL SIZE, MODEL SCREENING, GAUSSIAN CHARGE
atoms; edge (angstrom); leading (eV); full (eV); rest (meV)
64; 10.87; 0.1607; 0.1675; 6.81
216; 16.30; 0.1071; 0.1091; 2.02
512; 21.73; 0.0803; 0.0812; 0.85
NEGLECTED EFFECTS IN THE EXAMPLE CELL
Gaussian width s = 2.0 bohr
finite width changes correction by -2.00 meV
valence density = 0.02956 per cubic bohr
Fermi wave vector = 0.9566 per bohr
k_TF squared = 1.2180 per square bohr
short-range decay mu = 1.1540 per bohr
short-range integral C = 8.6292 hartree bohr^3
short-range screening changes correction by +4.02 meV
rough shear modulus = 65 GPa
rough relaxation volume = 10 cubic angstrom
elastic image energy scale = 9.4 meV
rough effective mass = 0.3 electron masses
shallow-state radius = 20.6 angstrom
CONCENTRATION OVERESTIMATE IF CORRECTION IS OMITTED
T = 300 K: kT = 0.02585 eV, factor = 63.02
T = 1273 K: kT = 0.10970 eV, factor = 2.66
no test failed
```
